\section*{Alumina field needed to hold a ferroelectric at its inflection polarization}

\section{What dimensions and Gauss's law fix}

A uniformly polarized ferroelectric film lies in series with an alumina film. A voltage holds it at rest at the polarization where its double-well energy has an inflection. The field in the alumina is wanted.

Let the well be specified by two numbers: the spontaneous polarization $P_s$ at zero field, and the coercive field $E_c$ of uniform switching. Let $\varepsilon_b$ be the background relative permittivity of the ferroelectric, defined below. The displacement $D_i$ at the inflection is a property of this material alone. From $P_s$, $E_c$ and $\varepsilon_0\varepsilon_b$ one dimensionless group can be formed, so
\begin{equation}
D_i=P_s\,F(\delta),\qquad \delta=\frac{\varepsilon_0\varepsilon_bE_c}{P_s}.
\end{equation}
Without free or trapped charge at the interface, the normal displacement is continuous. In linear alumina of relative permittivity $\varepsilon_d$ it equals $\varepsilon_0\varepsilon_dE_d$, and therefore
\begin{equation}
E_d=\frac{P_s}{\varepsilon_0\varepsilon_d}\,F(\delta).
\label{form}
\end{equation}
Neither film thickness appears. A thicker alumina film needs more voltage, but its field at this state is the same.

For $P_s=20\ \mu\mathrm{C/cm^2}$ and $\varepsilon_d=9$ the prefactor is about 25 MV/cm. Thicker alumina films break down at roughly 5 to 10 MV/cm, and films only a few nanometres thick can withstand more, so the answer depends on the number $F(0)$ and on the first correction in $\delta$.

\section{Leading order and first correction}

Inversion symmetry makes the energy density even in $P$. The simplest double well is
\begin{equation}
U(P)=\frac a2P^2+\frac b4P^4,\qquad a<0<b .
\end{equation}
Fields and displacements are counted positive along $P$, and $P>0$. The ferroelectric field and the displacement are
\begin{equation}
E_f=\frac{dU}{dP}=aP+bP^3,\qquad D=P+\varepsilon_0\varepsilon_bE_f .
\label{fields}
\end{equation}
If $P$ is the total polarization, $\varepsilon_b=1$. This is the main assumption here. If $P$ is only the switching part, the remaining linear response is placed in $\varepsilon_b>1$.

Zero field at $P_s\neq0$ requires $a+bP_s^2=0$, so $b=-a/P_s^2$. The inflection follows from
\begin{equation}
U''(P_i)=a+3bP_i^2=0
\quad\Rightarrow\quad
P_i^2=-\frac{a}{3b}=\frac{P_s^2}{3},\qquad P_i=\frac{P_s}{\sqrt3}.
\end{equation}
For $|P|<P_i$ the slope $dE_f/dP=U''$ is negative. This is the negative-capacitance branch, and $P_i$ is its upper edge. The field there is
\begin{equation}
E_f(P_i)=P_i\left(a+bP_i^2\right)=P_i\left(a-\frac a3\right)
=\frac{2a}{3}\frac{P_s}{\sqrt3}=-E_c,
\qquad E_c=\frac{2|a|P_s}{3\sqrt3}.
\label{ec}
\end{equation}
It opposes the polarization, and its magnitude is the field at which a uniform film would switch.

Inserting $P_i$ and $-E_c$ in the displacement gives $D_i=P_s/\sqrt3-\varepsilon_0\varepsilon_bE_c$. Hence $F(\delta)=1/\sqrt3-\delta$, and
\begin{equation}
E_d=\frac{P_s}{\sqrt3\,\varepsilon_0\varepsilon_d}
-\frac{\varepsilon_b}{\varepsilon_d}E_c
=\frac{P_s}{\sqrt3\,\varepsilon_0\varepsilon_d}\left(1-\sqrt3\,\delta\right).
\label{main}
\end{equation}
The expansion stops after its first correction, because $D$ is linear in $E_f$ at given $P$ and $P_i$ does not depend on $\varepsilon_b$. The correction is negative because the ferroelectric field opposes $P$ and so reduces the displacement passed to the alumina.

\section{Numbers for the main case}

Take $E_c=1$ MV/cm, 10 nm of ferroelectric and 4 nm of alumina. The inflection polarization is $20/\sqrt3=11.55\ \mu\mathrm{C/cm^2}$. The leading field is
\begin{equation}
\frac{P_i}{\varepsilon_0\varepsilon_d}
=\frac{0.1155\ \mathrm{C/m^2}}{9\times8.854\times10^{-12}\ \mathrm{F/m}}
\approx1.449\times10^{9}\ \mathrm{V/m}=14.49\ \mathrm{MV/cm}.
\end{equation}
With $\varepsilon_b=1$ the correction is $E_c/9=0.11$ MV/cm, which leaves 14.38 MV/cm. Relative to the leading term it is 0.8\%. The estimate is thus about 14 MV/cm, or $1.4\times10^9$ V/m, some 1.4 times a reference breakdown field of 10 MV/cm, the upper end of the rough range for thicker films.

The uncertainty of the alumina permittivity matters more than the vacuum correction. With $P_s$ and $E_c$ fixed, the field is 16.2 MV/cm for $\varepsilon_d=8$ and 12.9 MV/cm for $\varepsilon_d=10$.

The voltage across the stack is the sum of two drops of opposite sign:
\begin{equation}
V=t_dE_d-t_fE_c=5.75\ \mathrm V-1.00\ \mathrm V=4.75\ \mathrm V .
\end{equation}
The alumina drop exceeds the applied voltage. This is possible because the ferroelectric field opposes $P$. A further small increase of the voltage is not amplified, however: $E_f$ is stationary at the inflection, so to first order the alumina takes exactly the added voltage. The same 4.75 V across the alumina alone would give only 11.9 MV/cm.

\section{Can the state be reached statically?}

When the voltage is raised from zero, the inflection is reached continuously from $P=0$ only if the states on the way are energy minima at fixed voltage. Write $\epsilon=\varepsilon_0\varepsilon_b$. The energy per area, including the work of the voltage source, is
\begin{equation}
G(P,D)=t_f\left[U(P)+\frac{(D-P)^2}{2\epsilon}\right]
+\frac{t_dD^2}{2\varepsilon_0\varepsilon_d}-VD .
\end{equation}
Setting $\partial G/\partial P=0$ gives $U'(P)=(D-P)/\epsilon=E_f$, in agreement with \eqref{fields}. Setting $\partial G/\partial D=0$ gives $t_fE_f+t_dE_d=V$.

With $s=U''(P)$, stability against $P$ at fixed $D$ requires $s+1/\epsilon>0$, that is, $1+\epsilon s>0$. After $P$ has been eliminated, the second derivative in $D$ is
\begin{align}
\frac{d^2G}{dD^2}
&=G_{DD}-\frac{G_{PD}^2}{G_{PP}}
=\frac{t_d}{\varepsilon_0\varepsilon_d}+\frac{t_f}{\epsilon}
-\frac{t_f}{\epsilon^2\,(s+1/\epsilon)}\nonumber\\
&=\frac{t_d}{\varepsilon_0\varepsilon_d}
+\frac{t_f}{\epsilon}\left(1-\frac{1}{1+\epsilon s}\right)
=\frac{t_d}{\varepsilon_0\varepsilon_d}+\frac{t_f\,s}{1+\epsilon s}.
\end{align}
The last term increases with $s$, since its derivative is $t_f/(1+\epsilon s)^2$. In the quartic well $s=a+3bP^2$ is smallest at $P=0$, where $s=-|a|$. If the stack is stable there, it is stable all the way to $P_i$. The condition is
\begin{equation}
t_d>\frac{\varepsilon_0\varepsilon_d|a|t_f}{1-\varepsilon_0\varepsilon_b|a|},
\qquad \varepsilon_0\varepsilon_b|a|<1 .
\label{stable}
\end{equation}
From \eqref{ec}, $|a|=3\sqrt3E_c/(2P_s)=1.30\times10^9$ m/F. For $\varepsilon_b=1$ the minimum alumina thickness for this path is 1.05 nm, so 4 nm suffices. At the inflection itself $s=0$, and the second derivative is positive for any alumina thickness. With a thinner alumina film the inflection can therefore still be reached from larger $P$, by lowering the voltage. For the main-case values the voltage needed is negative below about 0.7 nm of alumina, and the state is then only a local minimum. The condition concerns uniform polarization and does not exclude domains.

The field was also found by minimizing $G$ numerically over $P$ and $D$ and locating the voltage at which $E_f$ stops falling. For 4 nm and for 8 nm of alumina, with the other parameters unchanged, this gives 14.38 MV/cm, in agreement with \eqref{main} and with the absence of thickness from it.

\section{When the correction is not small}

At zero ferroelectric field $D=P_s$ for any $\varepsilon_b$. A polarization measured at zero field therefore does not tell how the response should be divided between $P$ and the background. If a background $\varepsilon_b=20$ is assigned, with $P_s$, $E_c$ and $\varepsilon_d=9$ held fixed, the correction in \eqref{main} becomes
\begin{equation}
\frac{20}{9}\times1\ \mathrm{MV/cm}=2.22\ \mathrm{MV/cm},
\qquad E_d=14.49-2.22=12.27\ \mathrm{MV/cm}.
\end{equation}
This is 15\% below the leading term. With $E_c=2$ MV/cm the correction doubles and $E_d=10.05$ MV/cm. If in addition $\varepsilon_d=10$, the field is 9.04 MV/cm, just below the 10 MV/cm reference value though still in the upper part of the rough range. For 10 nm of ferroelectric, condition \eqref{stable} then asks for 4.3 nm of alumina, slightly more than the 4 nm of the main case. The two assignments are different models of the film, not two descriptions of one model: the quartic energy is assumed for the total polarization in the first and for the switching part alone in the second. The figure of 14 MV/cm belongs to the first model, or more generally to $\sqrt3\,\delta\ll1$. A large background together with a large uniform coercive field removes the clear margin.

\section{A second case: other well shapes}

The number $1/\sqrt3$ belongs to the quartic well. Add a term in $P^6$ and measure polarization in units of $P_s$, so that $x=P/P_s$. Up to a positive factor,
\begin{equation}
E_f\propto ax+bx^3+cx^5,\qquad a+b+c=0,\quad a\le0,\quad c\ge0,
\end{equation}
where $a,b,c$ are now dimensionless and $a$ and $c$ are not both zero. The middle relation states that the field vanishes at $x=1$. With $u=x^2$ the inflection obeys
\begin{equation}
f(u)=a+3bu+5cu^2=0 .
\end{equation}
Using $a+b=-c$ at $u=1/3$ and $b+c=-a$ at $u=3/5$,
\begin{align}
f\!\left(\tfrac13\right)&=a+b+\tfrac59c=-\tfrac49c\le0,\\
f\!\left(\tfrac35\right)&=a+\tfrac95(b+c)=-\tfrac45a\ge0 .
\end{align}
So a root lies between these values. It is the only positive root. For $c>0$ the product of the two roots is $a/(5c)\le0$, and for $c=0$ the equation is linear. Hence
\begin{equation}
\frac1{\sqrt3}\le\frac{P_i}{P_s}\le\sqrt{\frac35}.
\end{equation}
The lower end is the quartic well ($c=0$) and the upper end is the well with $a=0$. For $P_s=20\ \mu\mathrm{C/cm^2}$ and $\varepsilon_d=9$, the leading alumina field lies between 14.5 and 19.4 MV/cm. Within this family the quartic well gives the lowest leading estimate. The thickness condition \eqref{stable} does not carry over when $b<0$, because the most negative curvature then lies away from $P=0$.

\section{Interface charge}

At 10 MV/cm the alumina displacement is $7.97\ \mu\mathrm{C/cm^2}$. Without interface charge, and at leading order for the quartic well, the inflection can be reached below this field if $P_s<\sqrt3\times7.97=13.8\ \mu\mathrm{C/cm^2}$.

Now let the interface hold a charge $\sigma$ per area, and let $P$ point from the ferroelectric to the alumina. Gauss's law becomes $\varepsilon_0\varepsilon_dE_d-D=\sigma$. To keep the ferroelectric at its inflection with 10 MV/cm in the alumina, with $\varepsilon_b=1$,
\begin{equation}
\sigma=7.97-11.46=-3.49\ \mu\mathrm{C/cm^2},
\end{equation}
which is $2.2\times10^{13}$ electrons per $\mathrm{cm^2}$. This is 30\% of the displacement at the inflection. The voltage must be lowered as well, to $4\ \mathrm{nm}\times10\ \mathrm{MV/cm}-1\ \mathrm V=3.0$ V. At the original 4.75 V the same charge would instead move the ferroelectric to $P\approx0.74P_s$ and leave about 14.1 MV/cm in the alumina. Partial compensation thus permits the inflection at the breakdown field only together with a lower voltage, and the state is then no longer the charge-free one.

\section{Tunnelling}

The alumina field points from the interface to the outer electrode, so electrons tunnel from that electrode towards the interface. If they are held there, they supply the negative $\sigma$ just found. The current shows how long the charge-free condition can last.

Let $\eta$ be the depth below the Fermi level of an electron's energy of motion normal to the film. Its parallel momentum must satisfy $p_\parallel^2<2m_e\eta$, which is an area $2\pi m_e\eta$ in momentum space. With two spins and $v_x\,dp_x=dE_x$, the current density at zero temperature is
\begin{equation}
J=\frac{2e}{(2\pi\hbar)^3}\int_0^\infty 2\pi m_e\eta\,T(\eta)\,d\eta
=\frac{em_e}{2\pi^2\hbar^3}\int_0^\infty\eta\,T(\eta)\,d\eta .
\end{equation}
The upper limit is extended to infinity because $T$ falls rapidly. Let the barrier be triangular with height $\phi$. In it the electron has mass $m^*$ for motion normal to the film and, as a simplification, the free mass $m_e$ for parallel motion. The WKB transmission is then $T=e^{-S}$ with
\begin{equation}
S(\eta)=\frac2\hbar\int_0^{(\phi+\eta)/eE_d}\!\!\sqrt{2m^*(\phi+\eta-eE_dx)}\,dx
=\frac{4\sqrt{2m^*}}{3\hbar eE_d}(\phi+\eta)^{3/2}.
\end{equation}
With $S_0=S(0)$, expansion about the Fermi level gives
\begin{equation}
S=S_0+\frac{3S_0}{2\phi}\eta+\frac{3S_0}{8\phi^2}\eta^2+\dots
\end{equation}
Put $q=3S_0/(2\phi)$. Since $\int_0^\infty\eta e^{-q\eta}d\eta=1/q^2$ and $\int_0^\infty\eta^3e^{-q\eta}d\eta=6/q^4$,
\begin{equation}
\int_0^\infty\eta\,T\,d\eta\approx\frac{e^{-S_0}}{q^2}
\left(1-\frac{3S_0}{8\phi^2}\frac{6}{q^2}\right)
=\frac{e^{-S_0}}{q^2}\left(1-\frac1{S_0}\right).
\end{equation}
Because $q=2\sqrt{2m^*\phi}/(\hbar eE_d)$, the result is
\begin{equation}
J\approx\frac{e^3m_eE_d^2}{16\pi^2\hbar m^*\phi}\,e^{-S_0}\left(1-\frac1{S_0}\right).
\end{equation}
The leading factor is the Fowler--Nordheim form. If $m^*$ also governed the parallel motion in the barrier, with parallel momentum conserved, the current would be smaller by about the factor $m^*/m_e$. The times below would then be about 2.5 to 3.3 times longer.

Take rough values $\phi=3$ eV and $m^*=0.3\,m_e$. At 14.38 MV/cm the leading form gives 476 $\mathrm{A/cm^2}$ and the numerical supply integral 445 $\mathrm{A/cm^2}$, which is 6.5\% lower. The exponent can be read from the leading currents at two fields, because $S_0\propto1/E_d$:
\begin{equation}
S_0=\frac{\ln(476/0.617)-2\ln1.438}{1.438-1}\approx13.5 .
\end{equation}
The predicted first correction is $-1/S_0=-7.4\%$, close to the difference found.

At the initial current, a charge equal to the alumina displacement would pass in
\begin{equation}
\tau=\frac{\varepsilon_0\varepsilon_dE_d}{J}\approx26\ \mathrm{ns}.
\end{equation}
At fixed voltage the ferroelectric leaves its inflection as the interface charges, and the current falls, so $\tau$ is a scale and not a full charging time. With $\phi=3.5$ eV and $m^*=0.4\,m_e$ it becomes 18 $\mu$s. The barrier data thus shift the time by a factor of several hundred, but both times are far too short for a static state. Even at 10 MV/cm the two parameter sets give 14 $\mu$s and 0.14 s. Image-force lowering of the barrier, left out here, would shorten all these times. So would the thermal spread of the electrons, by less than a fifth at 300 K. The form $T=e^{-S}$ also omits a prefactor: matching the wave exactly at the electrode, for a Fermi energy of 3 to 10 eV, raises the currents by a factor of 1.6 to 2. The times are therefore good to about a factor of two even for given barrier data.

\section{The model beside a real stack}

The parameters are in the rough regime of ferroelectric hafnia--zirconia films on alumina: a polarization of order 10 to 20 $\mu\mathrm{C/cm^2}$, a measured coercive field near 1 MV/cm and an alumina permittivity of 8 to 9. The measured coercive field need not equal the uniform $E_c$, since real films can switch through domains; the case with 2 MV/cm shows the effect of a larger value. An alumina field of 14 MV/cm lies above the breakdown range of thicker films, and linear response there is itself an assumption. The breakdown field of films only a few nanometres thick can be higher, and the margin would vanish near 15 MV/cm; for such films the case against a static state rests mainly on the tunnelling times. Real stacks can also avoid the charge-free uniform state. Interface charge of $-3.49\ \mu\mathrm{C/cm^2}$ lowers the required field to 10 MV/cm. Domains of opposite polarization lower the area-averaged displacement, down to zero for equal areas with equal and opposite displacement, but this model does not give the local fields near them. With the rough breakdown field and barrier values used here, the estimate therefore rules out static access to the inflection for a uniform, uncompensated film with these main-case parameters. It does not say which other state a given device adopts. Nor does it cover the lower end of the polarization range: for $P_s=10\ \mu\mathrm{C/cm^2}$ and otherwise unchanged values, \eqref{main} gives 7.1 MV/cm, which lies within the rough breakdown range and not above it. The main values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Spontaneous polarization: 20.0 uC/cm2
Homogeneous coercive field: 1.0 MV/cm
Alumina relative permittivity: 9.0
Ferroelectric thickness: 10.0 nm
Alumina thickness: 4.0 nm
Rough breakdown field used: 10.0 MV/cm
Landau coefficient a: -1.299e+09 m/F
Inflection polarization: 11.55 uC/cm2
Vacuum term eps0*E_c: 0.089 uC/cm2
Displacement at inflection: 11.46 uC/cm2
Alumina field, leading estimate: 14.49 MV/cm
Alumina field with vacuum term: 14.38 MV/cm
Same, in SI: 1.438e+09 V/m
Energy minimization, 4 nm alumina: 14.38 MV/cm
Energy minimization, 8 nm alumina: 14.38 MV/cm
Ratio to rough breakdown field: 1.44
Alumina voltage: 5.75 V
Ferroelectric voltage: -1.00 V
Stack voltage: 4.75 V
Minimum alumina thickness for stability: 1.05 nm
Field for alumina permittivity 8: 16.18 MV/cm
Field for alumina permittivity 10: 12.94 MV/cm
Inflection ratio, quartic well: 0.5774
Inflection ratio, upper bound: 0.7746
Leading field at upper bound: 19.44 MV/cm
Field, background 20, E_c 1 MV/cm, alumina permittivity 9: 12.27 MV/cm
Field, background 20, E_c 1 MV/cm, alumina permittivity 10: 11.04 MV/cm
Field, background 20, E_c 2 MV/cm, alumina permittivity 9: 10.05 MV/cm
Field, background 20, E_c 2 MV/cm, alumina permittivity 10: 9.04 MV/cm
Displacement at rough breakdown: 7.97 uC/cm2
Largest P_s with reachable inflection (leading estimate): 13.8 uC/cm2
Interface charge for 10 MV/cm: -3.49 uC/cm2
Same, as electrons: 2.18e+13 per cm2
Tunnelling at 14.38 MV/cm, barrier 3.0 eV, mass 0.3 m_e:
  current, supply integral: 4.45e+02 A/cm2
  current, Fowler-Nordheim: 4.76e+02 A/cm2
  charging time at initial current: 2.6e-08 s
Tunnelling at 10.00 MV/cm, barrier 3.0 eV, mass 0.3 m_e:
  current, supply integral: 5.89e-01 A/cm2
  current, Fowler-Nordheim: 6.17e-01 A/cm2
  charging time at initial current: 1.4e-05 s
Tunnelling at 14.38 MV/cm, barrier 3.5 eV, mass 0.4 m_e:
  current, supply integral: 6.21e-01 A/cm2
  current, Fowler-Nordheim: 6.51e-01 A/cm2
  charging time at initial current: 1.8e-05 s
Tunnelling at 10.00 MV/cm, barrier 3.5 eV, mass 0.4 m_e:
  current, supply integral: 5.53e-05 A/cm2
  current, Fowler-Nordheim: 5.71e-05 A/cm2
  charging time at initial current: 1.4e-01 s
\end{verbatim}
